\section*{The local acoustic-phonon self-energy and the assumptions behind it}

\section{A rate that works at 300 K and fails at 4 K}

Take an electron of energy $50$ meV and effective mass $0.3\,m_e$ in an otherwise empty band of a solid with sound speed $8000$ m/s. Calculate its acoustic-phonon scattering rate by the golden rule, with every phonon energy kept. Then calculate it from a self-energy without spatial off-diagonal elements, in which phonons carry no energy. The ratio of the first rate to the second is $0.995$ at $300$ K and $5.79$ at $4$ K.

The local self-energy is
\begin{equation}
\Sigma^{\alpha}(\mathbf r,\mathbf r';E)=K\,\delta(\mathbf r-\mathbf r')\,G^{\alpha}(\mathbf r,\mathbf r;E),\qquad K=\frac{D^2k_BT}{\rho v^2},
\label{local}
\end{equation}
with $\alpha$ denoting lesser, greater or retarded. Here $D$ is the deformation potential, $\rho$ the mass density and $v$ the longitudinal sound speed. The Green function $G$ keeps its off-diagonal elements; those of $\Sigma$ disappear because classical thermal dilations at different points are uncorrelated.

\section{Coupling and conventions}

The electron sees $V(\mathbf r)=D\,\nabla\!\cdot\mathbf u(\mathbf r)$, where $\mathbf u$ is the lattice displacement. In an isotropic solid only longitudinal waves have a divergence. This scalar coupling describes a single isotropic valley; shear coupling of anisotropic valleys, piezoelectric coupling, and optical or intervalley phonons are not included, and in real semiconductors they add to the rates found below. The phonons are harmonic, bulk-like and in equilibrium, with $\omega=vq$ in every direction. In a volume $\Omega$,
\begin{equation}
\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho\Omega\omega}}\;\hat{\mathbf q}\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
The prefactor gives each mode the mean kinetic energy $\tfrac12\rho\Omega\omega^2\,\hbar(2N+1)/(2\rho\Omega\omega)=\tfrac12\hbar\omega(N+\tfrac12)$, half the oscillator energy, as it must; $N$ is the Bose occupation. The divergence brings down $\pm iq$, so
\begin{equation}
V=\sum_{\mathbf q}M_q\left(ib_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}-ib^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad M_q^2=\frac{D^2\hbar q^2}{2\rho\Omega\omega}.
\end{equation}

For the electrons, in a steady state,
\begin{equation}
G^<(t)=\frac{i}{\hbar}\langle\psi^\dagger(\mathbf r',0)\psi(\mathbf r,t)\rangle,\qquad
G^>(t)=-\frac{i}{\hbar}\langle\psi(\mathbf r,t)\psi^\dagger(\mathbf r',0)\rangle,
\end{equation}
$G^R=\theta(t)(G^>-G^<)$, and $G(E)=\int dt\,e^{iEt/\hbar}G(t)$.

\section{The Born self-energy}

Along an electron line, the contour-ordered Dyson series contains $G_0VG_0VG_0$ at second order. Averaging the two potentials gives $\Sigma(1,2)=\langle T_CV(1)V(2)\rangle G(1,2)$, where using the full $G$ makes the approximation self-consistent. The tadpole, a mean lattice strain produced by the electron density, belongs to the mean potential and is omitted here. Changes of the phonons caused by the electrons are neglected.

The lesser component needs $\langle V(\mathbf r',0)V(\mathbf r,t)\rangle$. With $\langle b^\dagger b\rangle=N$, $\langle bb^\dagger\rangle=N+1$, and $\mathbf q\to-\mathbf q$ in one of the two terms,
\begin{equation}
\langle V(\mathbf r',0)V(\mathbf r,t)\rangle=\sum_{\mathbf q}M_q^2e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}\left[(N+1)e^{i\omega t}+Ne^{-i\omega t}\right].
\end{equation}
Multiplication by $e^{\pm i\omega t}$ shifts the energy argument by $\pm\hbar\omega$:
\begin{equation}
\Sigma^<(E)=\sum_{\mathbf q}M_q^2e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}\left[NG^<(E-\hbar\omega)+(N+1)G^<(E+\hbar\omega)\right],
\label{born}
\end{equation}
where each $G^<$ has arguments $\mathbf r,\mathbf r'$. Electrons reach $E$ from below by absorption and from above by emission. For $\Sigma^>$ the two shifts are exchanged. Equation (\ref{born}) is nonlocal.

\section{Three steps to locality}

\subsection{The elastic step}

Let $\epsilon=\hbar\omega$. Split the bracket into even and odd parts in $\epsilon$ and expand $G^<$:
\begin{align}
[\ldots]&=(N+\tfrac12)\left[G(E+\epsilon)+G(E-\epsilon)\right]+\tfrac12\left[G(E+\epsilon)-G(E-\epsilon)\right]\nonumber\\
&\simeq(2N+1)\left(G+\tfrac12\epsilon^2G''\right)+\epsilon G'.
\end{align}
At high temperature $2N+1=\coth(\epsilon/2k_BT)\simeq(2k_BT/\epsilon)[1+\epsilon^2/12(k_BT)^2]$. Hence
\begin{equation}
[\ldots]\simeq\frac{2k_BT}{\epsilon}\left\{G+\epsilon^2\left[\frac{G}{12(k_BT)^2}+\frac{G'}{2k_BT}+\frac{G''}{2}\right]\right\}.
\label{second}
\end{equation}
The correction is of second order. It is small if $\epsilon\ll k_BT$ and if $G$ varies little over $\epsilon$; a sharp resonance can violate the second condition at any temperature. To leading order $G^<(\mathbf r,\mathbf r';E)$ no longer depends on $\mathbf q$ and leaves the sum.

\subsection{Cancellation of the powers of $q$}

What remains under the sum is
\begin{equation}
M_q^2\,\frac{2k_BT}{\hbar\omega}=\frac{D^2\hbar q^2}{2\rho\Omega\omega}\,\frac{2k_BT}{\hbar\omega}=\frac{D^2k_BT}{\rho\Omega}\,\frac{q^2}{\omega^2}=\frac{K}{\Omega}.
\end{equation}
The factor $q^2$ comes from coupling to strain, and $\omega^{-2}$ from the classical amplitude of an oscillator. Linear isotropic dispersion makes them cancel.

\subsection{Completeness}

If all wave vectors are present,
\begin{equation}
\frac1\Omega\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}\to\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=\delta(\mathbf r-\mathbf r').
\end{equation}
This proves (\ref{local}) for $\Sigma^<$. The correction for $\Sigma^>$ has the opposite sign of $G'$, but the leading term is the same.

The physical content is classical. For longitudinal waves the total elastic energy is $\int d^3r\,\tfrac12\rho v^2(\nabla\!\cdot\mathbf u)^2$, without a term that links dilations at different points. Thermal dilations at different points are therefore uncorrelated, and the electron sees static white noise of strength $K$.

\section{The retarded part}

Since $\Sigma^R(t)=\theta(t)(\Sigma^>-\Sigma^<)$, Fourier transformation of the step function gives
\begin{equation}
\Sigma^R(E)=\frac{i}{2\pi}\int dE'\,\frac{\Sigma^>(E')-\Sigma^<(E')}{E-E'+i0^+}.
\end{equation}
The same relation connects $G^R$ to $G^>-G^<$. Because $K$ does not depend on energy, it passes through the integral, and (\ref{local}) follows for $\Sigma^R$ if the three steps hold at all energies $E'$ that contribute.

Quantum corrections enter $\Sigma^R$ in two ways. The correlation $\langle V(\mathbf r,t)V(\mathbf r',0)\rangle$, which multiplies $G^R$, differs from its classical limit, even in an empty band. In addition, the commutator $\langle[V(\mathbf r,t),V(\mathbf r',0)]\rangle$ multiplies $G^<$. Its weight per mode is $-2iM_q^2\sin\omega t$, against $2M_q^2k_BT/\hbar\omega$ for the classical correlation. If $G^<$ varies over an energy $\Delta$, times $t\sim\hbar/\Delta$ matter, and the ratio is of order $(\hbar\omega)^2/(k_BT\Delta)$. This term is also of second order.

With the same $G$ inside and outside $\Sigma$, the local form conserves the number of electrons at each energy. The net in-scattering at $\mathbf r$ is proportional to
\begin{equation}
\int d^3r'\left[\Sigma^<(\mathbf r,\mathbf r')G^>(\mathbf r',\mathbf r)-\Sigma^>(\mathbf r,\mathbf r')G^<(\mathbf r',\mathbf r)\right]=0,
\end{equation}
because both terms equal $KG^<(\mathbf r,\mathbf r)G^>(\mathbf r,\mathbf r)$. Momentum relaxes; energy does not. The approximation cannot describe the cooling of hot carriers.

\section{A chain far from equilibrium}

An eight-site chain shows these statements at work. Its hopping energy is the unit. Each end site has a contact term $-i$ in the Hamiltonian; the contacts have chemical potentials $\pm0.4$ and $k_BT=0.2$. The phonons are the modes of a free chain of nine atoms, found by diagonalization, and each bond elongation shifts the energy of one site. The self-energies are first Born sums with the phonon-free $G$, at $E=0.5$. The top phonon energies quoted below are those of an infinite chain with the same springs and masses; the highest mode of nine atoms lies $1.5\%$ lower.

The largest off-diagonal element of $G^<$ is $0.96$ of its largest diagonal element. For a top phonon energy of $0.04$, the same ratio for $\Sigma^<$ from the complete sum is only $0.0024$. The largest deviation of $\Sigma^<$ from the local form, relative to the largest local element, is $0.0039$. Halving the phonon energy at fixed spring stiffness lowers it to $0.00097$, a factor of $3.99$, as the second-order correction in (\ref{second}) requires. With a top phonon energy of $1$, five times $k_BT$, the off-diagonal ratio of $\Sigma^<$ rises to $0.43$.

\section{What brings the off-diagonal elements back}

\subsection{Quantum occupation}

Keep the elastic step but not the classical occupation. The constant weight $K/\Omega$ is then multiplied by $x\coth x$, with $x=\ell q$ and $\ell=\hbar v/(2k_BT)$. The partial-fraction series is
\begin{equation}
x\coth x=1+2\sum_{n\ge1}\frac{x^2}{x^2+n^2\pi^2}=1+2\sum_{n\ge1}\left[1-\frac{n^2\pi^2}{x^2+n^2\pi^2}\right].
\end{equation}
Constants contribute only at $r=|\mathbf r-\mathbf r'|=0$. The transform of $1/(q^2+\kappa^2)$ is $e^{-\kappa r}/(4\pi r)$, here with $\kappa=n\pi/\ell$. For $r>0$ the delta function is thus replaced by
\begin{equation}
F(r)=-\frac{\pi}{2\ell^2r}\sum_{n\ge1}n^2e^{-n\pi r/\ell}.
\end{equation}
Its range is $\ell/\pi=\hbar v/(2\pi k_BT)$: $0.032$ nm at $300$ K and $3.2$ nm at $3$ K for the sound speed used here. In the opposite limit $r\ll\ell$, the sum tends to $2(\ell/\pi r)^3$ and $F\to-\ell/(\pi^2r^4)$. Since $K\ell=D^2\hbar/(2\rho v)$ is independent of temperature, this tail is the correlation of zero-point strain. As part of a self-energy, $F$ is useful only if $G^<$ and $G^>$ vary little over the energies of the phonons involved. An electron far above those energies in an otherwise empty band can meet this condition; one near a Fermi level at low temperature does not, however high its energy. For thermal electrons at $4$ K, the neglected energy shifts outweigh this correction.

\subsection{Dispersion and anisotropy}

If $D/v$ depends on the direction of $\mathbf q$, the weight is not constant and its transform is not a delta function. A weight that depends on direction alone is unchanged when $q$ is rescaled, so its transform scales as $r^{-3}$ away from the origin.

Lattice forces beyond nearest neighbours also matter. In a classical chain with nearest-neighbour springs $\kappa_1$, the energy is a sum of squares of bond elongations, which are then independent. Springs $\kappa_2$ between second neighbours add $\tfrac12\kappa_2(e_i+e_{i+1})^2$ and link adjacent elongations $e_i$. The stiffness matrix has diagonal $s=\kappa_1+2\kappa_2$ and neighbour elements $\kappa_2$. Its inverse falls off as $\lambda^{|i-j|}$ with $\kappa_2\lambda^2+s\lambda+\kappa_2=0$, so
\begin{equation}
\lambda=\frac{-s+\sqrt{s^2-4\kappa_2^2}}{2\kappa_2}.
\end{equation}
For $\kappa_2=0.1\kappa_1$ this is $-0.084$: neighbouring elements survive however high the temperature.

\subsection{A phonon cutoff}

If the modes end at $q=\Lambda$, the delta function becomes
\begin{equation}
\delta_\Lambda(r)=\frac{\sin\Lambda r-\Lambda r\cos\Lambda r}{2\pi^2r^3},\qquad\delta_\Lambda(0)=\frac{\Lambda^3}{6\pi^2}.
\end{equation}
With $\Lambda=10$ nm$^{-1}$, its value at $0.5$ nm is $-0.057$ of that at the origin. Yet in a uniform solid the elastic rate does not change if $\Lambda>2k$, because scattering between states of wave number $k$ needs $q\le2k$. If $\Lambda<2k$, the condition $q^2=2k^2(1-\cos\vartheta)<\Lambda^2$ on the scattering angle $\vartheta$ leaves the fraction $\Lambda^2/4k^2$ of final directions.

\subsection{Terms beyond Born}

Let independent site energies have variance $w$. At fourth order the sequence $V_iG_{ij}V_jG_{ji}V_iG_{ij}V_j$ has crossed pairings and gives, for $i\ne j$,
\begin{equation}
\Sigma_{ij}=w^2G_{ij}G_{ji}G_{ij}.
\end{equation}
Even perfectly local noise has a nonlocal self-energy at this order. For a six-site chain with the contacts and energy used above and $w=0.0025$ hopping$^2$, averaging $G$ over all 64 sign choices of $V_i=\pm\sqrt w$ gives an off-diagonal $\Sigma$ of at most $0.0012$ of the largest Born diagonal element.

\section{The bulk rate in numbers}

The parameters are round: $D=10$ eV, $\rho=2500$ kg/m$^3$ and the values given at the start. Then $\rho v^2=998.6$ eV/nm$^3$, and at $300$ K, with $k_BT=0.02585$ eV,
\begin{equation}
K=\frac{10^2\times0.02585}{998.6}=2.589\times10^{-3}\ \mathrm{eV^2\,nm^3}.
\end{equation}
With $\operatorname{Im}G^R(\mathbf r,\mathbf r)=-\pi g$, where $g=mk/(2\pi^2\hbar^2)$ is the density of states per spin, the width is
\begin{equation}
\Gamma=-2\operatorname{Im}\Sigma^R=2\pi Kg=2\pi(2.589\times10^{-3})(0.1251)=2.04\times10^{-3}\ \mathrm{eV}.
\end{equation}
The lifetime is $\hbar/\Gamma=0.32$ ps. The ratio $\Gamma/E=0.04$ is small, as weak scattering requires.

Now restore the phonon energies, for empty final states. Energy conservation reads $\hbar^2(q^2+2kq\mu)/2m=\pm\hbar vq$, with $\mu$ the cosine between $\mathbf k$ and $\mathbf q$. It limits $q$ to $2k(1\pm\eta)$, with $\eta=mv/\hbar k<1$ and the upper sign for absorption. Integrating the energy delta function over $\mu$ gives $m/(\hbar^2kq)$, and $M_q^2\Omega=K\ell q$. Division by $\Gamma=Kmk/(\pi\hbar^2)$ leaves
\begin{equation}
R=\frac{\ell}{2k^2}\left[\int_0^{2k(1+\eta)}q^2N\,dq+\int_0^{2k(1-\eta)}q^2(N+1)\,dq\right].
\label{ratio}
\end{equation}
At high temperature $N\simeq1/(2\ell q)-\tfrac12+\ell q/6$. The three terms contribute $1+\eta^2$, $-4\ell k\eta$ and $\tfrac23\ell^2k^2$ to leading order. With $\hbar^2k^2=2mE$,
\begin{equation}
R-1\simeq mv^2\left[\frac1{2E}-\frac2{k_BT}+\frac{E}{3(k_BT)^2}\right].
\end{equation}
For $mv^2=1.092\times10^{-4}$ eV, the bracket at $300$ K is $10.00-77.36+24.94=-42.42$ eV$^{-1}$, so $R-1=-0.0046$. Angular quadrature of the golden rule gives the same value to this accuracy. At $77$ K the quadrature gives $R=1.009$: the last term grows as $T^{-2}$ and has overtaken the negative one.

At low temperature $N\to0$ and spontaneous emission remains:
\begin{equation}
R\to\tfrac43\ell k(1-\eta)^3.
\end{equation}
At $4$ K, $\ell=7.64$ nm; with $k=0.6275$ nm$^{-1}$ and $\eta=0.033$ this limit is $5.78$, close to the full $5.79$. The local formula fails because its rate vanishes with $T$, while emission of phonons of up to $2k(1-\eta)\hbar v\simeq6.4$ meV continues. At $4$ K this electron is hot, with $E\simeq145\,k_BT$; the factor $5.79$ does not apply to thermal electrons.

\section{Use on a grid}

On a cubic grid of spacing $a$, define matrices by $G_{ij}=a^3G(\mathbf r_i,\mathbf r_j)$ and likewise for $\Sigma$. The delta function becomes $\delta_{ij}/a^3$, so
\begin{equation}
\Sigma_{ij}=a^3K\,\frac{\delta_{ij}}{a^3}\,\frac{G_{ii}}{a^3}=\frac{K}{a^3}\,\delta_{ij}G_{ii}.
\end{equation}
For $a=0.5$ nm the coefficient is $0.0207$ eV$^2$.

The real part needs care. In the three-dimensional continuum $\operatorname{Re}G^R(\mathbf r,\mathbf r)$ diverges, since $\int k'^2dk'/k'^2$ grows linearly with its upper limit. With nearest-neighbour hopping $\hbar^2/(2ma^2)$, the phonon-free value at the band bottom is $G_{ii}=-Ima^2/\hbar^2$, where
\begin{equation}
I=\int_{-\pi}^{\pi}\frac{d^3\theta}{(2\pi)^3}\,\frac1{3-\cos\theta_x-\cos\theta_y-\cos\theta_z}=0.5055
\end{equation}
by numerical quadrature. The shift is therefore $-KIm/(\hbar^2a)$: $-10.3$ meV for $a=0.5$ nm and $-20.6$ meV for $0.25$ nm. Both exceed $\Gamma$ in magnitude.

This shift is not a prediction. It draws on wave vectors up to the grid limit, where $\hbar v\pi/a$ is $33$ meV for the coarser grid and already exceeds $k_BT$. In a uniform material it can be absorbed into the band edge, which must then be set anew when the grid or the temperature changes, since the shift is proportional to $K/a$ and $K\propto T$. The width at $50$ meV rests on phonons with $q$ up to about $2k$, for which the high-temperature condition holds at $300$ K.
